# The stationary layer and axis error in a closed cylindrical electrophoresis cell

## Problem

A silica polishing slurry is diluted and placed in a horizontal silica tube of inner radius $R=1.00$ mm, closed at both ends. An axial field $E=10.0$ V/cm is applied, and the velocity of the particles is read through a microscope. The tube wall is charged too, so the field also moves the liquid, and the microscope sees the sum of the two motions.

The liquid is water with 1.0 mmol/L of a 1:1 salt at 298.15 K, with relative permittivity 78.4 and viscosity $\eta=0.89$ mPa s. The wall has zeta potential $\zeta_w=-60$ mV. The true electrophoretic mobility of the particles, their velocity relative to the surrounding liquid divided by $E$, is $\mu_p=-3.00\times10^{-4}$ cm²/(V s). These are rough, typical values.

1. At what depth below the inner wall is the liquid at rest?
2. What mobility is found if the particles are observed on the axis, and how large is the error?
3. How sensitive is a reading at the correct depth to imperfections of focus and cell?

Velocities and mobilities are positive along $E$, and $r$ is the distance from the axis. The liquid is Newtonian with uniform viscosity and permittivity. The wall potential is uniform, the flow is steady, and the point of observation is far from the ends. The particles are too few to disturb the flow.

## First estimate by scaling

The liquid carries net charge only in the double layer at the wall, whose thickness $\lambda$ is about ten nanometres. Poisson's equation gives a charge density of size $\varepsilon|\zeta_w|/\lambda^2$. The electric force on it is balanced by viscous friction of size $\eta u/\lambda^2$:

$$\frac{\eta u}{\lambda^2}\sim\frac{\varepsilon|\zeta_w|E}{\lambda^2}\quad\Rightarrow\quad u\sim\frac{\varepsilon|\zeta_w|E}{\eta}.$$

The thickness cancels. Divided by $E$, this is a mobility of

$$\frac{78.4\times8.854\times10^{-12}\times0.060}{0.89\times10^{-3}}\ \frac{\text{m}^2}{\text{V s}}\approx4.7\times10^{-4}\ \text{cm}^2/(\text{V s}).$$

Because the ends are closed, whatever flows one way near the wall must flow back through the middle. If the mean speeds of the two streams are about equal, their cross-sections are about equal as well. The boundary between them then encloses half the area of the tube: $\pi r^2\approx\pi R^2/2$, or $r\approx0.7R$.

The direction follows from the charges. A negative wall attracts positive ions, which drag the liquid along $+E$ near the wall, so the return stream on the axis runs along $-E$. The negative particles also move along $-E$. An axis reading is therefore too large in magnitude, by an amount of order $5\times10^{-4}$ cm²/(V s), which is more than the true mobility. The estimate leaves open the numerical factor on the axis and the accuracy of the equal-speed guess.

## Exact solution for a thin double layer

**Force balance.** Far from the ends, the axial velocity $u$, the potential $\phi$ of the double layer and its charge density $\rho_e=-\varepsilon\nabla^2\phi$ depend on $r$ alone. The radial pressure variation, which balances the radial electric force, is then the same at every axial position $z$. Hence $G=dp/dz$ does not depend on $r$. The axial balance contains no other quantity that depends on $z$, so $G$ is constant:

$$\eta\nabla^2u=G-\rho_eE=G+\varepsilon E\,\nabla^2\phi .$$

The equation is linear in $u$, so the electric and pressure-driven parts can be found separately, each with no slip at the wall, and then added.

**Electric part.** With $G=0$ the equation reads $\nabla^2(u-\varepsilon E\phi/\eta)=0$. A function of $r$ alone with zero Laplacian has the form $A+B\ln r$, and $B=0$ because the velocity on the axis is finite. At the wall $u=0$ and $\phi=\zeta_w$, so $A=-\varepsilon E\zeta_w/\eta$ and

$$u_{\text{el}}(r)=\frac{\varepsilon E}{\eta}\,[\phi(r)-\zeta_w].$$

Outside the double layer $\phi=0$, and the liquid moves with the uniform velocity

$$u_{eo}=-\frac{\varepsilon\zeta_wE}{\eta},\qquad \mu_{eo}=\frac{u_{eo}}{E}=-\frac{\varepsilon\zeta_w}{\eta}.$$

On the scale of $R$ the double layer is so thin that $u_{eo}$ acts as a slip velocity at the wall.

**Pressure-driven part.** Without the electric force,

$$\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)=\frac G\eta .$$

One integration gives $r\,du/dr=Gr^2/(2\eta)$; the integration constant vanishes because the slope is finite on the axis. A second integration with $u(R)=0$ gives

$$u_{\text{pr}}(r)=-\frac{G}{4\eta}(R^2-r^2).$$

Its mean over the cross-section is

$$\bar u_{\text{pr}}=\frac{2}{R^2}\int_0^R u_{\text{pr}}\,r\,dr=-\frac{G}{2\eta R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=-\frac{GR^2}{8\eta}.$$

**No net flow.** The closed ends require $u_{eo}+\bar u_{\text{pr}}=0$, so

$$G=\frac{8\eta u_{eo}}{R^2}.$$

For a negative wall $G$ is positive: liquid is pumped towards larger $z$, and the pressure rises there until the return flow matches the supply. Inserting $G$ gives

$$u(r)=u_{eo}-2u_{eo}\left(1-\frac{r^2}{R^2}\right)=u_{eo}\left(\frac{2r^2}{R^2}-1\right).$$

**Stationary layer.** The velocity vanishes where $2r^2=R^2$:

$$r_0=\frac{R}{\sqrt2},\qquad R-r_0=\left(1-\frac1{\sqrt2}\right)R\approx0.293\,R .$$

Within this model the position depends on neither the field, the viscosity nor the wall potential.

**Apparent mobility.** A particle at $r$ moves with velocity $\mu_pE+u(r)$. Division by $E$ gives

$$\mu_{\text{app}}(r)=\mu_p+\mu_{eo}\left(\frac{2r^2}{R^2}-1\right),$$

and on the axis

$$\mu_{\text{app}}(0)-\mu_p=-\mu_{eo}=+\frac{\varepsilon\zeta_w}{\eta}.$$

The error is a property of wall and liquid and does not involve the particle. If particle and wall carry charge of the same sign, the axis reading is too large in magnitude. If the signs are opposite, the error opposes the true mobility: the reading is too small in magnitude when $|\mu_{eo}|<2|\mu_p|$ and too large beyond that, and it has the wrong sign when $|\mu_{eo}|>|\mu_p|$.

The formula also offers a way to measure without relying on a single depth. Plotted against $r^2$, the apparent mobility is a straight line, whose value at $r^2=R^2/2$ is $\mu_p$ and whose slope gives $\mu_{eo}$.

## Numbers for the slurry

The electro-osmotic mobility is $\mu_{eo}=+4.68\times10^{-4}$ cm²/(V s), so $u_{eo}=46.8$ µm/s. The pressure gradient that drives the return flow is

$$G=\frac{8\times0.89\times10^{-3}\times46.8\times10^{-6}}{(1.00\times10^{-3})^2}=0.333\ \text{Pa/m}.$$

The stationary layer lies at $r_0=0.707$ mm, which is 0.293 mm below the inner wall. On the axis the liquid moves at $-46.8$ µm/s, and the apparent mobility is

$$\mu_{\text{app}}(0)=(-3.00-4.68)\times10^{-4}=-7.68\times10^{-4}\ \text{cm}^2/(\text{V s}).$$

The error is $4.68/3.00=156\,\%$ of the true mobility. Other positions give:

| $r/R$ | $\mu_{\text{app}}$ in $10^{-4}$ cm²/(V s) |
|---|---|
| 0 | −7.68 |
| 0.25 | −7.09 |
| 0.5 | −5.34 |
| 0.707 | −3.00 |
| 0.9 | −0.10 |
| 1 (outside the double layer) | +1.68 |

Slightly beyond $r=0.9R$ the apparent mobility changes sign. There the liquid carries the negative particles along $+E$ faster than they migrate against it.

Mobility is used to judge how strongly the particles of a slurry repel each other. If zeta potential is taken as proportional to mobility, an axis reading here would suggest a much higher particle charge, and so a better protection against aggregation, than the slurry has. For particles of 10 to 100 nm radius, with potassium chloride as the salt, the reading even exceeds what zeta potentials of up to 300 mV in magnitude can produce, because the distortion of their double layers by the motion and the field limits the mobility. So large a value is then itself a sign of a faulty measurement.

## Comparison of estimate and solution

The estimate gave the right size and sign of the error, and its factor on the axis turns out to be one. It also gave the right radius, $R/\sqrt2$, because the equal-speed guess holds in a round tube. The velocity is linear in $r^2$, hence linear in the enclosed area $\pi r^2$, and runs from $-u_{eo}$ on the axis to $+u_{eo}$ at the wall. The two streams therefore have mean velocities $-u_{eo}/2$ and $+u_{eo}/2$, and zero net flow requires equal areas.

A closed flat cell shows that this does not hold for every shape of cross-section. Let two wide plates with the same zeta potential lie at $y=\pm h$, and neglect the side walls. The pressure-driven part is $-(G/2\eta)(h^2-y^2)$, with mean $-Gh^2/(3\eta)$. Zero net flow gives $G=3\eta u_{eo}/h^2$ and

$$u(y)=u_{eo}-\frac32u_{eo}\left(1-\frac{y^2}{h^2}\right)=\frac{u_{eo}}2\left(\frac{3y^2}{h^2}-1\right).$$

The liquid is at rest at $y=\pm h/\sqrt3$, whereas the equal-area estimate would say $\pm h/2$. On the midplane the error is $-\mu_{eo}/2$, half that of the tube. These values hold in the limit of very wide plates. With side walls of the same zeta potential and a width of 20 times the gap, the liquid on the centre line is at rest at $\pm0.595\,h$ and the midplane error is $-0.55\,\mu_{eo}$. The scaling argument still gives the order of magnitude, but the depth must be calculated for the shape of the cell.

## Sensitivity of a reading at the stationary layer

**Focus.** The liquid is at rest at $r_0$, but its velocity gradient is not zero there:

$$\left.\frac{du}{dr}\right|_{r_0}=\frac{4u_{eo}r_0}{R^2}=\frac{2\sqrt2\,u_{eo}}{R}.$$

A small radial error $d$ changes the mobility by $2\sqrt2\,\mu_{eo}d/R$. For $d=10$ µm this is $0.13\times10^{-4}$ cm²/(V s), or 4.4 % of $\mu_p$. On the axis the gradient vanishes, so readings there are insensitive to focus and yet carry the full error $-\mu_{eo}$. Good repeatability does not show that the depth is right.

**Refraction.** Suppose that the tube has a thin wall and stands in a water bath behind a flat window. A ray that meets the window at height $H$ and small angle $\theta$ would cross the optical axis at distance $H/\theta$ behind it. In water of refractive index $n=1.33$ the angle is $\theta/n$ and the distance $nH/\theta$. Moving the microscope by $x$ thus moves the focus by $nx$. An observer who focuses on the near inner wall and then advances the microscope by 0.293 mm reaches

$$\frac rR=1-1.33\times0.293=0.610 .$$

There $2r^2/R^2-1=-0.255$, and the error is $-0.255\times4.68\times10^{-4}=-1.19\times10^{-4}$ cm²/(V s), which is 40 % of $\mu_p$. For small ray angles and a thin wall, the cure is to advance the microscope by the depth divided by $n$. Both conditions matter. At numerical aperture 0.5 the outermost rays give a factor of 1.42 instead of 1.33, which leaves up to 9 % of $\mu_p$. A curved silica wall 0.5 mm thick (index 1.46) shifts the focus for rays in the cross-section of the tube to $r/R=0.722$, an error of about 7 %.

**Uneven wall.** Particles that settle on the bottom of the tube can change its zeta potential. Let the potential be $\zeta_w(1+a\cos\theta)$, where $\theta$ is now the angle around the axis. The additional slip $a\,u_{eo}\cos\theta$ produces the additional flow $a\,u_{eo}(r/R)\cos\theta$. This is proportional to a Cartesian coordinate, so its Laplacian is zero; it has the right value at the wall; and its integral over the section vanishes, so it needs no further pressure gradient. At $r_0$ the largest mobility error is $a\mu_{eo}/\sqrt2$. For $a=10\,\%$ this is $0.33\times10^{-4}$ cm²/(V s), or 11 % of $\mu_p$. It has opposite signs on opposite sides of the axis, so the mean of readings at the two stationary points of one diameter is free of it. This cancellation holds only for variations that change sign across the axis. A deposit confined to the bottom also contains $\cos2\theta$ and higher even terms, which survive the averaging. For a patch covering $\pm30^\circ$ with the same 10 % $\cos\theta$ component, the errors on the vertical diameter are 23 % and 7 % of $\mu_p$ with opposite signs, and their mean is still 8 %.

**Leakage.** If the cell leaks with mean velocity $U$, the parabolic flow $2U(1-r^2/R^2)$ is added. At $r_0$ it equals $U$, and the mobility error there is $U/E$.

**Finite double layer.** Let $\delta$ be the integral of $\phi/\zeta_w$ over the distance from the wall. The electric part of the flow is $u_{eo}(1-\phi/\zeta_w)$, and its mean falls to about $u_{eo}(1-2\delta/R)$. The return flow falls in proportion, and the condition for rest becomes

$$1-\frac{r^2}{R^2}=\frac{1}{2(1-2\delta/R)}\approx\frac12+\frac\delta R .$$

To first order the stationary layer moves towards the axis by $\delta/\sqrt2$. The length $\delta$ is comparable to the Debye length, here 9.61 nm. A finite-volume solution of the nonlinear Poisson–Boltzmann equation and the force balance, made at a tube radius of 400 Debye lengths and scaled to the real tube, gives a shift of about 6 nm. This is negligible beside any focus error.

**Start-up.** After the field is switched on, the departure $w$ from the steady flow vanishes at the wall and has zero mean. With $\nu=\eta/\rho$ and density $\rho=997$ kg/m³, its decaying modes are

$$w\propto\left[J_0(kr/R)-J_0(k)\right]e^{-\nu k^2t/R^2},$$

where the constant term is balanced by a changing pressure gradient. The mean of the bracket is $2J_1(k)/k-J_0(k)=J_2(k)$, which must vanish. The smallest positive root is $k=5.1356$, and the slowest decay time of these axisymmetric modes is $R^2/(\nu k^2)=42.5$ ms. An uneven wall also excites the mode $J_1(kr/R)\cos\theta$, which has zero mean by symmetry; its root $k=3.8317$ gives 76 ms. The steady profile applies when the field is held much longer than this before the reading.

**Heating.** With a rough conductivity $\sigma=0.015$ S/m and thermal conductivity $k_T=0.60$ W/(m K), the heat $\sigma E^2$ per unit volume flows to the wall. The heat equation has the same form as the pressure-driven flow, so the axis is warmer than the wall by $\sigma E^2R^2/(4k_T)\approx6$ mK. If no heat left the tube, a reading of 30 s would warm the water, with heat capacity 4180 J/(kg K), by about 0.1 K. At roughly 2 % per kelvin the viscosity would fall by about 0.2 %. Thermal convection has not been calculated.

## The model beside a real slurry

The chosen values are plausible for silica in dilute salt solution, but $\zeta_w$ depends on pH, salt and whatever has adsorbed on the tube, and the axis error changes in proportion to it. A working polishing slurry is far more concentrated than the sample assumed here. Dilution with plain water can change its pH and salt content, and with them $\mu_p$ itself; no choice of depth corrects for that. The assumption of a uniform wall can fail in use, since the sample itself can coat the tube. For the numbers above, the cosine variation with $a=10\,\%$ moves a reading at the stationary layer by up to 11 %, while ignoring refraction moves it by 40 %. Other patterns of coating can give a different error. Both are smaller than the 156 % error of a reading on the axis.
